# Body coefficient and surface-potential parameter from three MOSFET thresholds: a numerical check

```python
# Result under test: for a long-channel MOSFET on a uniform body,
#   VT(V) = VT0 + gamma*(sqrt(phi0 + V) - sqrt(phi0)),
# so V/d is linear in d = VT(V) - VT0, with slope 1/gamma^2 and
# intercept 2*sqrt(phi0)/gamma. Three thresholds give gamma and phi0.
# V: reverse body bias (V); gamma: body coefficient (V^0.5);
# phi0: surface-potential parameter (V), equal to 2*phiF in the ideal model.
# SI units are used internally unless a name says otherwise.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ai_zeros

bias = np.array([0.0, 1.0, 3.0])
measured = np.array([0.4000, 0.5342, 0.7165])


def recover(thresholds):
    """Closed-form gamma and phi0 from thresholds at the three biases."""
    d1, d2 = thresholds[1:] - thresholds[0]
    gamma_sq = (d2 - d1) / (bias[2] / d2 - bias[1] / d1)
    b = gamma_sq * bias[1] / d1 - d1
    assert gamma_sq > 0 and b > 0, "data incompatible with the model"
    return np.sqrt(gamma_sq), b**2 / (4 * gamma_sq)


def rise_ratio(phi):
    root = np.sqrt(phi + bias)
    return (root[2] - root[0]) / (root[1] - root[0])


gamma, phi0 = recover(measured)
d1, d2 = measured[1:] - measured[0]
ratio = d2 / d1

# Independent recovery: search for the root of the ratio equation.
phi_search = brentq(lambda p: rise_ratio(p) - ratio, 1e-6, 50.0)
gamma_search = d1 / (np.sqrt(phi_search + 1.0) - np.sqrt(phi_search))
assert abs(phi_search - phi0) < 1e-8
assert abs(gamma_search - gamma) < 1e-8
scan = np.array([rise_ratio(p) for p in np.logspace(-8, 4, 400)])
assert np.all(np.diff(scan) > 0)
assert abs(scan[0] - np.sqrt(3)) < 1e-3 and abs(scan[-1] - 3) < 1e-3

# The rounded answer must reproduce the data to the digits given.
rounded_gamma, rounded_phi = round(gamma, 2), round(phi0, 2)
check = measured[0] + rounded_gamma * (
    np.sqrt(rounded_phi + bias) - np.sqrt(rounded_phi))
assert np.max(np.abs(check - measured)) < 0.6e-4

# Error boxes: corners, then random interior points as a check.
rng = np.random.default_rng(1)


def error_box(half_width):
    corners = np.array([recover(measured + half_width * np.array(s))
                        for s in itertools.product((-1, 1), repeat=3)])
    inside = np.array([recover(measured + half_width * rng.uniform(-1, 1, 3))
                       for _ in range(2000)])
    low, high = corners.min(axis=0), corners.max(axis=0)
    assert np.all(inside >= low) and np.all(inside <= high)
    return low, high


round_low, round_high = error_box(0.05e-3)
mv_low, mv_high = error_box(1e-3)

# Device parameters implied by phi0 = 2*phiF.
q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
temperature = 300.0
ni_cm3 = 1.0e10
phit = kB * temperature / q
eps_si, eps_ox = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0


def doping_cm3(phi):
    return ni_cm3 * np.exp(phi / (2 * phit))


doping = doping_cm3(phi0) * 1e6
cox = np.sqrt(2 * q * eps_si * doping) / gamma
tox = eps_ox / cox
vfb = measured[0] - phi0 - gamma * np.sqrt(phi0)
vfb_gate = -(0.56 + phi0 / 2)
dose_cm2 = cox * (vfb - vfb_gate) / q * 1e-4
width = np.sqrt(2 * eps_si * (phi0 + bias) / (q * doping))
field = np.sqrt(2 * q * doping * (phi0 + bias) / eps_si)


def poisson_threshold(v):
    """Threshold from quadrature of holes, acceptors and electrons."""
    psi = phi0 + v

    def charge(x):
        return 1 - np.exp(-x / phit) + np.exp((x - psi) / phit)

    area = quad(charge, 0, psi, points=[0.15, psi - 0.15], limit=200)[0]
    return vfb + phi0 + np.sqrt(2 * q * eps_si * doping * area) / cox


full = np.array([poisson_threshold(v) for v in bias])
assert np.max(np.abs(full - measured)) < 1e-5
vt_2v = poisson_threshold(2.0)
d_2v = vt_2v - measured[0]
slope, intercept = 1 / gamma**2, 2 * np.sqrt(phi0) / gamma
assert abs(2.0 / d_2v - (slope * d_2v + intercept)) < 1e-3

# Practical threshold criteria, from a charge-sheet calculation.


def sheet(psi, v):
    """Inversion charge / Cox and gate-source voltage."""
    depletion = gamma * np.sqrt(psi - phit)
    total = gamma * np.sqrt(
        psi - phit + phit * np.exp((psi - phi0 - v) / phit))
    return total - depletion, vfb + psi - v + total


def at_charge(level, v):
    psi = brentq(lambda p: sheet(p, v)[0] - level,
                 phi0 + v - 0.3, phi0 + v + 0.4, xtol=1e-13)
    return psi, sheet(psi, v)[1]


low_level = 0.010
low_points = np.array([at_charge(low_level, v) for v in bias])
gamma_low, phi_low = recover(low_points[:, 1])
excess = low_points[:, 0] - bias - phi0
drift = excess[2] - excess[0]
drift_estimate = 0.5 * phit * np.log((phi0 + 3) / phi0)
assert abs(drift / drift_estimate - 1) < 0.10
extrapolated = []
for v in bias:
    vg1, vg2 = at_charge(0.3, v)[1], at_charge(0.4, v)[1]
    extrapolated.append(vg1 - 0.3 * (vg2 - vg1) / 0.1)
gamma_ext, phi_ext = recover(np.array(extrapolated))

# Confinement in (100) silicon: triangular well, two valley ladders.
ml, mt = 0.916, 0.19
n = np.arange(1, 4001)
t = 3 * np.pi * (4 * n - 1) / 8
airy = t**(2 / 3) * (1 + 5 / (48 * t**2))
assert np.max(np.abs(airy[:5] / -ai_zeros(5)[0] - 1)) < 2e-3


def quantum_shift(surface_field):
    """Extra band bending (V) that restores the classical density."""
    kt = kB * temperature
    density = 0.0
    for valleys, mz, md in ((2, ml, mt), (4, mt, np.sqrt(ml * mt))):
        scale = (hbar**2 * (q * surface_field)**2 / (2 * mz * m0))**(1 / 3)
        density += (valleys * md * m0 * kt / (np.pi * hbar**2)
                    * np.exp(-airy * scale / kt).sum())
    m_dos = (36 * ml * mt**2)**(1 / 3) * m0
    nc = 2 * (m_dos * kt / (2 * np.pi * hbar**2))**1.5
    return phit * np.log(nc * phit / surface_field / density)


assert abs(quantum_shift(1e5)) < 0.5e-3  # classical limit at low field
shift = np.array([quantum_shift(f) for f in field])
assert np.all(np.diff(shift) > 0) and shift[0] > 0
psi_q = phi0 + bias + shift
gamma_q, phi_q = recover(vfb + psi_q - bias + gamma * np.sqrt(psi_q))

# Warm operation; 1.20 eV is a rough gap extrapolated to zero kelvin.
hot, gap0 = 358.0, 1.20
ni_hot = ni_cm3 * (hot / temperature)**1.5 * np.exp(
    -gap0 * q / (2 * kB) * (1 / hot - 1 / temperature))
phi_hot = 2 * kB * hot / q * np.log(doping * 1e-6 / ni_hot)
rise_hot = gamma * (np.sqrt(phi_hot + 3) - np.sqrt(phi_hot))
junction_field = np.sqrt(
    2 * q * doping * (0.56 + phi0 / 2 + 3) / eps_si)
oxide_field = eps_si * field[2] / eps_ox
avalanche = 0.5  # MV/cm, rough
assert junction_field * 1e-8 < avalanche

print("Biases (V):", bias)
print("Input thresholds (V):", " ".join(f"{x:.4f}" for x in measured))
print(f"Rises d1, d2 (V): {d1:.4f} {d2:.4f}; ratio {ratio:.4f}")
print(f"Ratio limits for 1 and 3 V: {scan[0]:.3f} to {scan[-1]:.3f}")
print(f"V/d at 1 and 3 V: {1/d1:.5f} {3/d2:.5f}")
print(f"Line slope (1/V): {slope:.4f}; intercept: {intercept:.4f}")
print(f"gamma^2 (V): {gamma**2:.6f}")
print(f"B = 2 gamma sqrt(phi0) (V): {2*gamma*np.sqrt(phi0):.5f}")
print(f"Recovered gamma (V^0.5): {gamma:.5f}")
print(f"Recovered phi0 (V): {phi0:.5f}")
print(f"Root search gamma, phi0: {gamma_search:.5f} {phi_search:.5f}")
print(f"Rounded gamma, phi0: {rounded_gamma:.2f} {rounded_phi:.2f}")
print("VT from rounded pair (V):", " ".join(f"{x:.5f}" for x in check))
for name, lo, hi in (("0.05 mV", round_low, round_high),
                     ("1 mV", mv_low, mv_high)):
    print(f"Error {name}: gamma {lo[0]:.4f} to {hi[0]:.4f} V^0.5")
    print(f"Error {name}: phi0 {lo[1]:.4f} to {hi[1]:.4f} V")
    print(f"Error {name}: doping {doping_cm3(lo[1]):.2e} to "
          f"{doping_cm3(hi[1]):.2e} cm^-3")
print(f"T (K): {temperature:.0f}; kT/q (mV): {phit*1e3:.3f}")
print(f"Input n_i (cm^-3): {ni_cm3:.1e}")
print("Input relative permittivities Si, oxide: "
      f"{eps_si/const.epsilon_0:.1f} {eps_ox/const.epsilon_0:.1f}")
print(f"Doping if phi0 = 2 phiF (cm^-3): {doping*1e-6:.3e}")
print(f"Cox (uF/cm^2): {cox*100:.4f}; oxide thickness (nm): {tox*1e9:.2f}")
print(f"Flat-band voltage (V): {vfb:.4f}; ideal n+ gate: {vfb_gate:.4f}")
print(f"Equivalent shallow acceptor dose (cm^-2): {dose_cm2:.2e}")
print("Depletion widths (nm):", " ".join(f"{x*1e9:.1f}" for x in width))
print("Full-Poisson VT (V):", " ".join(f"{x:.5f}" for x in full))
print(f"Predicted VT at 2 V bias (V): {vt_2v:.4f}")
print(f"Constant-charge level Qi/Cox (mV): {low_level*1e3:.0f}")
print(f"Its band-bending drift, 0 to 3 V (mV): {drift*1e3:.2f}")
print(f"Drift estimate (kT/2q) ln ratio (mV): {drift_estimate*1e3:.2f}")
print(f"Constant-charge gamma, phi0: {gamma_low:.4f} {phi_low:.4f}")
print("Extrapolation from Qi/Cox (V): 0.3 and 0.4")
print(f"Extrapolated-VT gamma, phi0: {gamma_ext:.4f} {phi_ext:.4f}")
print("Si surface fields (MV/cm):", " ".join(f"{x*1e-8:.4f}" for x in field))
print("Quantum shifts (mV):", " ".join(f"{x*1e3:.2f}" for x in shift))
print(f"With quantum shift gamma, phi0: {gamma_q:.4f} {phi_q:.4f}")
print(f"2 phiF at {hot:.0f} K (V): {phi_hot:.4f}; gap input {gap0:.2f} eV")
print(f"VT rise 0 to 3 V, 300 K and hot (V): {d2:.4f} {rise_hot:.4f}")
print(f"Junction field at 3 V (MV/cm): {junction_field*1e-8:.3f}")
print(f"Rough avalanche field (MV/cm): {avalanche:.1f}")
print(f"Oxide field at threshold, 3 V (MV/cm): {oxide_field*1e-8:.3f}")
print("OK")
```

Printed output:

```
Biases (V): [0. 1. 3.]
Input thresholds (V): 0.4000 0.5342 0.7165
Rises d1, d2 (V): 0.1342 0.3165; ratio 2.3584
Ratio limits for 1 and 3 V: 1.732 to 3.000
V/d at 1 and 3 V: 7.45156 9.47867
Line slope (1/V): 11.1196; intercept: 5.9593
gamma^2 (V): 0.089931
B = 2 gamma sqrt(phi0) (V): 0.53593
Recovered gamma (V^0.5): 0.29989
Recovered phi0 (V): 0.79844
Root search gamma, phi0: 0.29989 0.79844
Rounded gamma, phi0: 0.30 0.80
VT from rounded pair (V): 0.40000 0.53416 0.71648
Error 0.05 mV: gamma 0.2994 to 0.3004 V^0.5
Error 0.05 mV: phi0 0.7927 to 0.8042 V
Error 0.05 mV: doping 4.56e+16 to 5.69e+16 cm^-3
Error 1 mV: gamma 0.2905 to 0.3103 V^0.5
Error 1 mV: phi0 0.6922 to 0.9225 V
Error 1 mV: doping 6.53e+15 to 5.61e+17 cm^-3
T (K): 300; kT/q (mV): 25.852
Input n_i (cm^-3): 1.0e+10
Input relative permittivities Si, oxide: 11.7 3.9
Doping if phi0 = 2 phiF (cm^-3): 5.089e+16
Cox (uF/cm^2): 0.4334; oxide thickness (nm): 7.97
Flat-band voltage (V): -0.6664; ideal n+ gate: -0.9592
Equivalent shallow acceptor dose (cm^-2): 7.92e+11
Depletion widths (nm): 142.4 213.8 310.7
Full-Poisson VT (V): 0.40000 0.53420 0.71650
Predicted VT at 2 V bias (V): 0.6337
Constant-charge level Qi/Cox (mV): 10
Its band-bending drift, 0 to 3 V (mV): 20.02
Drift estimate (kT/2q) ln ratio (mV): 20.16
Constant-charge gamma, phi0: 0.3088 0.6740
Extrapolation from Qi/Cox (V): 0.3 and 0.4
Extrapolated-VT gamma, phi0: 0.3091 0.7635
Si surface fields (MV/cm): 0.1121 0.1682 0.2445
Quantum shifts (mV): 21.11 30.60 42.49
With quantum shift gamma, phi0: 0.3178 0.7763
2 phiF at 358 K (V): 0.7044; gap input 1.20 eV
VT rise 0 to 3 V, 300 K and hot (V): 0.3165 0.3255
Junction field at 3 V (MV/cm): 0.250
Rough avalanche field (MV/cm): 0.5
Oxide field at threshold, 3 V (MV/cm): 0.734
OK
```
